# Inverse-Edelstein length of two weakly split Rashba Fermi contours: a program that tests the result

```python
# Result under test: spin along +y injected into a Rashba electron gas at net
# rate P (up minus down electrons per area and time) drives a sheet current
#   j_c = length * J_s,   J_s = e P,   length = alpha * tau / hbar.
# H = band(k) + alpha (kx sy - ky sx); tau = transport time; charge = -e.
# The contact is diffuse: both contours are fed equally at the same energy.
# Kinetic tests use eV, nm, ps. Green-function tests use hbar = mass = 1.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.integrate import quad

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)
ID = np.eye(2, dtype=complex)

# ---------- chosen example parameters ----------
mass_ratio = 0.04
density_cm2 = 1.0e12
mobility_cm2 = 5.0e4
alpha = 0.01               # eV nm
spin_current_cm2 = 100.0   # A/cm2
escape_time = 10.0         # ps
gap = 0.4                  # eV, rough, for the nonparabolic band
beta = 0.2 * alpha         # Dresselhaus coefficient, eV nm
temp_low, temp_room = 4.2, 300.0

hbar = const.hbar / const.e * 1e12                       # eV ps
mass = mass_ratio * const.m_e * const.e / const.hbar**2 * 1e-18  # m/hbar^2
tau = mobility_cm2 * 1e-4 * mass_ratio * const.m_e / const.e * 1e12
density = density_cm2 * 1e-14                            # nm^-2
kappa = mass * alpha
k0 = np.sqrt(2 * np.pi * density - kappa**2)
fermi = (k0**2 - kappa**2) / (2 * mass)                  # above crossing
dos = mass / (2 * np.pi)                                # per spin
predicted = alpha * tau / hbar


def parabolic(k):
    return k**2 / (2 * mass)


# nonparabolic band with the same mass hbar*k/v at k0
b_edge = k0**2 / gap
edge_mass = -b_edge + np.sqrt(b_edge**2 + mass**2)


def nonparabolic(k):
    return gap / 2 * (np.sqrt(1 + 2 * k**2 / (edge_mass * gap)) - 1)


def hamiltonian(kx, ky, a, b, band):
    return (band(np.hypot(kx, ky)) * ID + (a * kx - b * ky) * SY
            + (b * kx - a * ky) * SX)


def fermi_states(energy, a, b, band, n_angle):
    """States on both contours, found by diagonalization."""
    ks, psis, spins, vels, weights = [], [], [], [], []
    step = 1e-5
    for phi in (np.arange(n_angle) + 0.5) * 2 * np.pi / n_angle:
        c, s = np.cos(phi), np.sin(phi)
        for branch in (0, 1):
            def level(kx, ky):
                return np.linalg.eigvalsh(
                    hamiltonian(kx, ky, a, b, band))[branch]
            k = brentq(lambda q: level(q * c, q * s) - energy,
                       1e-4, 2 * k0, xtol=1e-13)
            kx, ky = k * c, k * s
            psi = np.linalg.eigh(hamiltonian(kx, ky, a, b, band))[1][:, branch]
            grad = np.array([
                level(kx + step, ky) - level(kx - step, ky),
                level(kx, ky + step) - level(kx, ky - step)]) / (2 * step)
            ks.append([kx, ky])
            psis.append(psi)
            spins.append((psi.conj() @ SY @ psi).real)
            vels.append(grad / hbar)
            radial = grad[0] * c + grad[1] * s
            weights.append(k / radial / (2 * np.pi * n_angle))
    return tuple(np.array(x) for x in (ks, psis, spins, vels, weights))


def solve_kinetic(states, rate_constant, form, profile):
    """Return injected spin rate, spin density, electron current vector."""
    k, psi, spin, vel, w = states
    overlap = np.abs(psi.conj() @ psi.T)**2
    transfer = np.linalg.norm(k[:, None, :] - k[None, :, :], axis=2)
    rates = rate_constant * form(transfer) * overlap * w[None, :]
    collision = np.diag(rates.sum(axis=1)) - rates
    p = profile(np.linalg.norm(k, axis=1))
    change = np.linalg.lstsq(collision, p * spin, rcond=1e-12)[0]
    return np.sum(w * p), np.sum(w * change * spin), (w * change) @ vel


def short_range(q):
    return np.ones_like(q)


def smooth(q):
    return np.exp(-2 * (q / k0)**2)


def uniform(k):
    return np.ones_like(k)


rate_short = 1 / (tau * dos)

# ---------- contours and short-range disorder ----------
states = fermi_states(fermi, alpha, 0.0, parabolic, 24)
radii = np.linalg.norm(states[0], axis=1)
k_outer, k_inner = radii[0::2].mean(), radii[1::2].mean()
speeds = np.linalg.norm(states[3], axis=1)
assert abs(k_outer - k_inner - 2 * kappa) < 1e-8
assert np.ptp(speeds) < 1e-5 * speeds.mean()
assert abs((k_outer**2 + k_inner**2) / (4 * np.pi) / density - 1) < 1e-8
P, S, N = solve_kinetic(states, rate_short, short_range, uniform)
length_short = -N[0] / P
spin_time = S / P
assert abs(length_short / predicted - 1) < 1e-5
assert abs(spin_time / tau - 1) < 1e-5
assert abs(N[1] / N[0]) < 1e-6

# ---------- smooth disorder with the same transport time ----------
# tolerance: the formula is first order in the splitting
def angle_average(function):
    return quad(function, 0, np.pi)[0] / np.pi


avg_tr = angle_average(
    lambda t: smooth(2 * k0 * np.sin(t / 2)) * (1 - np.cos(t)))
avg_all = angle_average(lambda t: smooth(2 * k0 * np.sin(t / 2)))
time_ratio = avg_all / avg_tr
P, S, N = solve_kinetic(fermi_states(fermi, alpha, 0.0, parabolic, 80),
                        rate_short / avg_tr, smooth, uniform)
length_smooth = -N[0] / P
assert time_ratio > 1.5
assert abs(length_smooth / predicted - 1) < 0.01

# ---------- nonparabolic band ----------
P, S, N = solve_kinetic(
    fermi_states(nonparabolic(k0), alpha, 0.0, nonparabolic, 24),
    rate_short, short_range, uniform)
length_nonpar = -N[0] / P
assert abs(length_nonpar / predicted - 1) < 0.01

# ---------- added Dresselhaus coupling turns the current ----------
P, S, N = solve_kinetic(fermi_states(fermi, alpha, beta, parabolic, 80),
                        rate_short, short_range, uniform)
length_dx, length_dy = -N[0] / P, -N[1] / P
assert abs(length_dx / predicted - 1) < 0.01
assert abs(length_dy / (-beta * tau / hbar) - 1) < 0.01

# ---------- source isotropic in k: no current expected ----------
total_p, total_n = 0.0, 0.0
for energy in fermi * np.linspace(0.3, 1.7, 45):
    P, S, N = solve_kinetic(
        fermi_states(energy, alpha, 0.0, parabolic, 12), rate_short,
        short_range, lambda k: np.exp(-0.5 * ((k / k0 - 1) / 0.05)**2))
    total_p += P
    total_n += N[0]
conserving_ratio = -total_n / total_p / predicted
assert abs(conserving_ratio) < 1e-3


# ---------- matrix Green functions with impurity ladder ----------
def green_response(a, lifetime, escape):
    """Length and spin density per net injected spin rate."""
    eta = 0.5 * (1 / lifetime + escape)
    edges = np.concatenate([np.linspace(0, 0.5, 20),
                            np.linspace(0.5, 1.5, 1001)[1:],
                            np.geomspace(1.5, 200, 60)[1:]])
    node, node_w = np.polynomial.legendre.leggauss(8)
    half = np.diff(edges) / 2
    mid = (edges[1:] + edges[:-1]) / 2
    k = (mid[:, None] + half[:, None] * node).ravel()
    dk = (half[:, None] * node_w).ravel()
    phi = (np.arange(8) + 0.5) * np.pi / 4
    kx = np.outer(k, np.cos(phi)).ravel()
    ky = np.outer(k, np.sin(phi)).ravel()
    w = np.repeat(k * dk / (2 * np.pi) / 8, 8)
    h = ((kx**2 + ky**2)[:, None, None] / 2 * ID
         + a * (kx[:, None, None] * SY - ky[:, None, None] * SX))
    g = np.linalg.inv((0.5 + 1j * eta) * ID - h)
    m = g @ SY @ g.conj().transpose(0, 2, 1)
    spectral = -2 * np.sum(w * np.trace(g, axis1=1, axis2=2).imag)
    disorder = 2 / (lifetime * spectral)
    mean = np.tensordot(w, m, axes=(0, 0))
    bubble = np.trace(SY @ mean).real / 2
    assert np.abs(mean - bubble * SY).max() < 1e-6 * abs(bubble)
    vertex = 1 / (1 - disorder * bubble)
    trace_m = np.trace(m, axis1=1, axis2=2).real
    current = vertex * (np.sum(w * kx * trace_m) + 2 * a * bubble)
    spin = 2 * bubble * vertex
    net = spectral - escape * spin
    return -current / net, spin / net


# tolerance: corrections of order hbar/(E_F tau), enhanced at small precession
green_tau = 1000.0
green_rows = []
for precession in (0.5, 2.0, 20.0):
    a = precession / (2 * green_tau)
    length, spin = green_response(a, green_tau, 0.0)
    green_rows.append((precession, length / (a * green_tau),
                       spin / green_tau))
    assert abs(green_rows[-1][1] - 1) < 0.02
    assert abs(green_rows[-1][2] / (1 + 2 / precession**2) - 1) < 0.02
a = 0.01
length, spin = green_response(a, green_tau, 0.5 / green_tau)
escape_ratio = length / (a * green_tau)
assert abs(escape_ratio * 1.5 - 1) < 0.02

# ---------- example results and neglected effects ----------
split = 2 * alpha * k0
precession = split * tau / hbar
spin_current = spin_current_cm2 * 1e4                     # A/m2
sheet_current = predicted * 1e-9 * spin_current           # A/m
spin_density = spin_current / const.e * tau * 1e-12 * 1e-4  # cm^-2
length_escape = alpha / hbar / (1 / tau + 1 / escape_time)
kt_low = const.k * temp_low / const.e
kt_room = const.k * temp_room / const.e
mu_room = kt_room * np.log(np.expm1(fermi / kt_room))
below_room = 1 / (1 + np.exp(mu_room / kt_room))
assert kappa / k0 < 0.1 and spin_density < 0.01 * density_cm2

print(f"effective mass: {mass_ratio:.3f} m_e")
print(f"electron density: {density_cm2:.2e} cm^-2")
print(f"mobility: {mobility_cm2:.0f} cm2/Vs")
print(f"Rashba coefficient: {alpha:.4f} eV nm")
print(f"transport time: {tau:.4f} ps")
print(f"mean contour radius k0: {k0:.5f} nm^-1")
print(f"inner contour radius: {k_inner:.5f} nm^-1")
print(f"outer contour radius: {k_outer:.5f} nm^-1")
print(f"contour shift kappa: {kappa:.5f} nm^-1")
print(f"kappa/k0: {kappa / k0:.4f} (no unit)")
print(f"Fermi energy above crossing: {fermi:.5f} eV")
print(f"spin splitting 2 alpha k0: {split:.5f} eV")
print(f"Fermi speed: {speeds.mean():.2f} nm/ps")
print(f"precession times tau: {precession:.3f} (no unit)")
print(f"length from alpha tau/hbar: {predicted:.4f} nm")
print(f"length from kinetic equation: {length_short:.4f} nm")
print(f"spin density / injection rate, kinetic: {spin_time:.4f} ps")
print(f"injected spin current: {spin_current_cm2:.1f} A/cm2")
print(f"sheet charge current: {sheet_current * 1e3:.3f} uA/mm")
print(f"spin density P tau: {spin_density:.3e} cm^-2")
print(f"spin density / electron density: {spin_density / density_cm2:.3e}")
print(f"finite-precession rise of spin density: {200 / precession**2:.2f} %")
print(f"smooth disorder, transport time / lifetime: {time_ratio:.3f}")
print(f"smooth disorder, length: {length_smooth:.4f} nm")
print(f"nonparabolic band, rough gap: {gap:.2f} eV")
print(f"nonparabolic band, length: {length_nonpar:.4f} nm")
print(f"Dresselhaus coefficient: {beta:.4f} eV nm")
print(f"Dresselhaus case, length along x: {length_dx:.4f} nm")
print(f"Dresselhaus case, length along y: {length_dy:.4f} nm")
print(f"escape time to contact: {escape_time:.1f} ps")
print(f"length with escape: {length_escape:.4f} nm")
print(f"change of length by escape: {100*(length_escape/predicted-1):.2f} %")
print(f"k-isotropic source, length/formula: {conserving_ratio:.1e}")
for x, length_ratio, spin_ratio in green_rows:
    print(f"Green function, precession*tau = {x:.1f}: "
          f"length/formula {length_ratio:.4f}, S/(P tau) {spin_ratio:.4f}")
print(f"Green function, escape*tau = 0.5: length ratio {escape_ratio:.4f}")
print(f"thermal energy at {temp_low:.1f} K: {kt_low:.6f} eV")
print(f"thermal energy / splitting at {temp_low:.1f} K: {kt_low/split:.4f}")
print(f"thermal energy at {temp_room:.0f} K: {kt_room:.5f} eV")
print(f"thermal weight below crossing, {temp_room:.0f} K: "
      f"{100 * below_room:.2f} %")
print("all tests passed")
```

Running it gives:

```
effective mass: 0.040 m_e
electron density: 1.00e+12 cm^-2
mobility: 50000 cm2/Vs
Rashba coefficient: 0.0100 eV nm
transport time: 1.1371 ps
mean contour radius k0: 0.25061 nm^-1
inner contour radius: 0.24536 nm^-1
outer contour radius: 0.25586 nm^-1
contour shift kappa: 0.00525 nm^-1
kappa/k0: 0.0209 (no unit)
Fermi energy above crossing: 0.05979 eV
spin splitting 2 alpha k0: 0.00501 eV
Fermi speed: 725.31 nm/ps
precession times tau: 8.659 (no unit)
length from alpha tau/hbar: 17.2760 nm
length from kinetic equation: 17.2760 nm
spin density / injection rate, kinetic: 1.1371 ps
injected spin current: 100.0 A/cm2
sheet charge current: 17.276 uA/mm
spin density P tau: 7.097e+08 cm^-2
spin density / electron density: 7.097e-04
finite-precession rise of spin density: 2.67 %
smooth disorder, transport time / lifetime: 7.327
smooth disorder, length: 17.2976 nm
nonparabolic band, rough gap: 0.40 eV
nonparabolic band, length: 17.2591 nm
Dresselhaus coefficient: 0.0020 eV nm
Dresselhaus case, length along x: 17.2760 nm
Dresselhaus case, length along y: -3.4552 nm
escape time to contact: 10.0 ps
length with escape: 15.5121 nm
change of length by escape: -10.21 %
k-isotropic source, length/formula: 7.0e-08
Green function, precession*tau = 0.5: length/formula 1.0000, S/(P tau) 8.9968
Green function, precession*tau = 2.0: length/formula 1.0000, S/(P tau) 1.4992
Green function, precession*tau = 20.0: length/formula 1.0000, S/(P tau) 1.0044
Green function, escape*tau = 0.5: length ratio 0.6667
thermal energy at 4.2 K: 0.000362 eV
thermal energy / splitting at 4.2 K: 0.0722
thermal energy at 300 K: 0.02585 eV
thermal weight below crossing, 300 K: 9.90 %
all tests passed
```
